# Why one coherence pathway twists 2D NMR lines, and three cures: test program

```python
"""
Result under test: one coherence pathway in t1 gives the phase twist
A1*A2 - D1*D2; States, TPPI and echo-antiecho combine both pathways and
give A1*A2 at the correctly signed frequency when the pathways balance.
A, D : absorptive and dispersive Lorentzians; 1, 2 label the dimensions.
Order p evolves as exp(-i p Omega t); order -1 is detected.
P : order -1 during t1.  N : order +1 during t1.
Spectra are multiplied by R1*R2, so a unit-amplitude line has height 1.
Frequencies are in Hz, times in s, decay rates R in 1/s.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm

pi = np.pi
width = 1000.0                       # spectral width in both dimensions
points = 500
half1, half2 = 6.0, 4.0              # half-widths at half-height
R1, R2 = 2*pi*half1, 2*pi*half2
dwell = 1/width
time1 = np.arange(points)*dwell
time2 = np.arange(points)*dwell
sites = np.array([-150.0, 250.0])
exchange_rate, mixing_time = 4.0, 0.1
rate_matrix = exchange_rate*np.array([[-1.0, 1.0], [1.0, -1.0]])
transfer = expm(rate_matrix*mixing_time)

Iz = np.diag([0.5, -0.5]).astype(complex)
Ix = 0.5*np.array([[0, 1], [1, 0]], complex)
Iplus = np.array([[0, 1], [0, 0]], complex)


def turn_z(rho, angle):
    """Rotate density matrices about z; angle may be an array."""
    angle = np.asarray(angle, float)
    u = np.zeros(angle.shape + (2, 2), complex)
    u[..., 0, 0] = np.exp(-0.5j*angle)
    u[..., 1, 1] = np.exp(0.5j*angle)
    return u @ rho @ u.conj()


def pulse(rho, flip, phase=0.0):
    u = expm(-1j*flip*Ix)
    return turn_z(u @ turn_z(rho, -np.asarray(phase)) @ u.conj().T, phase)


def detect(rho):
    return np.trace(Iplus @ rho, axis1=-2, axis2=-1)


def make_exchange(store_flip=pi/2):
    """Three pulses; only z magnetization survives the mixing time."""
    def experiment(t1, phase, label):
        stored = []
        for f in sites:
            rho = pulse(Iz, pi/2, phase)
            rho = turn_z(rho, 2*pi*f*t1 + label)
            rho = pulse(rho, store_flip)
            stored.append((rho[..., 0, 0] - rho[..., 1, 1]).real)
        mixed = np.array(stored).T @ transfer.T
        return mixed*(-2j*detect(pulse(Iz, pi/2)))
    return experiment, sites


def make_two_pulse(flip, f=250.0):
    """One uncoupled spin; the second pulse transfers coherence directly."""
    def experiment(t1, phase, label):
        rho = pulse(Iz, pi/2, np.asarray(phase) + pi/2)
        rho = turn_z(rho, 2*pi*f*t1 + label)
        return 2*detect(pulse(rho, flip))[:, None]
    return experiment, np.array([f])


def modulation(setup, t1, phase=0.0, order=None):
    """t1 signal; a given order is selected by averaging over positions."""
    experiment = setup[0]
    if order is None:
        return experiment(t1, phase, 0.0)
    labels = 2*pi*np.arange(4)/4
    return np.mean([np.exp(1j*order*a)*experiment(t1, phase, a)
                    for a in labels], axis=0)


def record(setup, t1=time1, phase=0.0, order=None):
    fids = np.exp(np.outer(2j*pi*setup[1] - R2, time2))
    return (modulation(setup, t1, phase, order)
            * np.exp(-R1*t1)[:, None]) @ fids


def kernel(t, f):
    k = (t[1] - t[0])*np.exp(-2j*pi*np.outer(f, t))
    k[:, 0] *= 0.5
    return k


def single_pathway(setup, f1, f2, order):
    data = record(setup, order=order)
    return 2*R1*R2*(kernel(time1, f1) @ data @ kernel(time2, f2).T)


def cosine_only(setup, f1, f2):
    c = (record(setup) @ kernel(time2, f2).T).real
    return R1*R2*(kernel(time1, f1) @ c).real


def states(setup, f1, f2):
    k2 = kernel(time2, f2).T
    c = (record(setup) @ k2).real
    s = (record(setup, phase=-pi/2) @ k2).real
    return R1*R2*(kernel(time1, f1) @ (c + 1j*s)).real


def tppi(setup, f1, f2):
    steps = np.arange(2*points)
    t1 = steps*dwell/2
    d = (record(setup, t1, steps*pi/2) @ kernel(time2, f2).T).real
    return 2*R1*R2*(kernel(t1, f1 + width/2) @ d).real


def echo_antiecho(setup, f1, f2):
    k2 = kernel(time2, f2).T
    p = record(setup, order=-1) @ k2
    n = record(setup, order=+1) @ k2
    return R1*R2*(kernel(time1, f1) @ (p + n.conj())).real


def line(f, centre, half):
    x = (f - centre)/half
    return 1/(1 + x*x), x/(1 + x*x)


def pure_absorption(f1, f2):
    """Exchange spectrum with real, correctly signed lines only."""
    total = np.zeros((len(f1), len(f2)))
    for a, fa in enumerate(sites):
        for b, fb in enumerate(sites):
            total += transfer[b, a]*np.outer(line(f1, fa, half1)[0],
                                             line(f2, fb, half2)[0])
    return total


methods = {"States": states, "TPPI": tppi, "echo-antiecho": echo_antiecho}

# Half-line and two-sided transforms, by quadrature at one offset.
delta = 50.0
even = quad(lambda t: np.exp(-R1*t)*np.cos(delta*t), 0, 2, limit=300)[0]
odd = quad(lambda t: np.exp(-R1*t)*np.sin(delta*t), 0, 2, limit=300)[0]
both = quad(lambda t: np.exp(-R1*abs(t))*np.cos(delta*t), -2, 2,
            points=[0], limit=300)[0]
assert abs(even - R1/(R1**2 + delta**2)) < 1e-8
assert abs(odd - delta/(R1**2 + delta**2)) < 1e-8
assert abs(both - 2*R1/(R1**2 + delta**2)) < 1e-8

# Detected coherence has the stated sense of precession.
assert abs(detect(turn_z(Iplus.T, 0.7)) - np.exp(0.7j)) < 1e-12

# Pathways, phase shifts and the time-reversal relation.
exchange = make_exchange()
single = make_two_pulse(pi/2)
centre = single[1][0]
wave = modulation(single, time1)[:, 0]
assert np.allclose(wave, np.cos(2*pi*centre*time1), atol=1e-10)
shifted = modulation(single, time1, phase=0.4)[:, 0]
assert np.allclose(shifted, np.cos(2*pi*centre*time1 + 0.4), atol=1e-10)
assert np.allclose(modulation(single, time1, order=+1),
                   modulation(single, -time1, order=-1), atol=1e-10)
steps = np.arange(2*points)
tppi_wave = modulation(single, steps*dwell/2, steps*pi/2)[:, 0]
assert np.allclose(tppi_wave,
                   np.cos(2*pi*(centre + width/2)*steps*dwell/2), atol=1e-9)

# Combining complex States data too early returns a single pathway.
assert np.allclose(record(exchange) + 1j*record(exchange, phase=-pi/2),
                   2*record(exchange, order=-1), atol=1e-10)

# Shape of one phase-twisted line. Tolerances cover finite sampling.
offset = np.arange(-60, 60.25, 0.5)
f1, f2 = centre + offset, centre + offset
twist = single_pathway(single, f1, f2, -1)
A1, D1 = line(f1, centre, half1)
A2, D2 = line(f2, centre, half2)
absorption = np.outer(A1, A2)
assert np.max(abs(twist.real - absorption + np.outer(D1, D2))) < 4e-3
lowest = twist.real.min()
i, j = np.unravel_index(twist.real.argmin(), twist.shape)
low1, low2 = offset[i], offset[j]
assert abs(lowest + 1/8) < 2e-3
assert abs(abs(low1)/half1 - np.sqrt(3)) < 0.15
assert abs(abs(low2)/half2 - np.sqrt(3)) < 0.15
assert low1*low2 > 0

best = min(np.max(abs((scale*np.exp(1j*a)*twist).real - absorption))
           for a in np.linspace(-pi, pi, 73)
           for scale in (0.6, 0.8, 1.0, 1.2, 1.4))
assert abs(best - 0.25) < 5e-3

far1, far2 = np.array([centre + 5*half1]), np.array([centre - 5*half2])
tail_twist = single_pathway(single, far1, far2, -1).real[0, 0]
tail_states = states(single, far1, far2)[0, 0]
assert abs(tail_twist - 1/26) < 2e-3
assert abs(tail_states - 1/26**2) < 5e-4

mag_point = np.array([centre + np.sqrt(3)*half1])
magnitude = abs(single_pathway(single, mag_point,
                               np.array([centre]), -1))[0, 0]
assert abs(magnitude - 0.5) < 2e-3

# The reversed N spectrum has the opposite twist.
reversed_n = single_pathway(single, -f1, f2, +1).real
assert np.max(abs(reversed_n - absorption - np.outer(D1, D2))) < 4e-3
cancel_error = np.max(abs((twist.real + reversed_n)/2 - absorption))
assert cancel_error < 2e-3

# Full exchange spectra: all three methods against pure absorption.
grid = -width/2 + np.arange(points)*width/points
expected = pure_absorption(grid, grid)
errors, minima = {}, {}
for name, method in methods.items():
    spectrum = method(exchange, grid, grid)
    errors[name] = np.max(abs(spectrum - expected))
    minima[name] = spectrum.min()
    assert errors[name] < 2e-3
    assert minima[name] > -1e-3
exchange_twist = single_pathway(exchange, grid, grid, -1).real
assert exchange_twist.min() < -0.08

peaks = {name: method(exchange, sites, sites)
         for name, method in methods.items()}
cos_true = cosine_only(exchange, sites, sites)
cos_mirror = cosine_only(exchange, -sites, sites)
# These tolerances cover absorptive tails of neighbouring lines.
assert np.allclose(cos_true, transfer.T/2, atol=2e-3)
assert np.allclose(cos_mirror, transfer.T/2, atol=2e-3)

# At a mirror frequency only the tails of real lines may remain.
mirrors = {name: method(exchange, -sites, sites)
           for name, method in methods.items()}
mirror_tail = pure_absorption(-sites, sites)
for name in methods:
    assert np.max(abs(mirrors[name] - mirror_tail)) < 1e-3

# One isolated line: the image is present in cosine data and then removed.
image1, image2 = np.array([-centre]), np.array([centre])
image_cosine = cosine_only(single, image1, image2)[0, 0]
images = {name: method(single, image1, image2)[0, 0]
          for name, method in methods.items()}
assert abs(image_cosine - 0.5) < 2e-3
for name in methods:
    assert abs(images[name]) < 1e-3

# Unequal pathways leave part of the twist in every method.
# The tolerance covers the distant mirror line's dispersive tail in TPPI.
zero = np.array([0.0])
balance = []
for degrees in (60, 90, 120):
    flip = np.deg2rad(degrees)
    setup = make_two_pulse(flip)
    p_amp = modulation(setup, zero, order=-1)[0, 0].real
    n_amp = modulation(setup, zero, order=+1)[0, 0].real
    assert abs(p_amp - (1 + np.cos(flip))/2) < 1e-10
    assert abs(n_amp - (1 - np.cos(flip))/2) < 1e-10
    prediction = absorption - np.cos(flip)*np.outer(D1, D2)
    for method in methods.values():
        assert np.max(abs(method(setup, f1, f2) - prediction)) < 8e-3
    corner = states(setup, np.array([centre + half1]),
                    np.array([centre + half2]))[0, 0]
    balance.append((degrees, p_amp, n_amp, corner))

# Storage along z balances the pathways even with a wrong storage flip.
weak = make_exchange(np.deg2rad(60))
weak_p = modulation(weak, zero, order=-1)[0, 0].real
weak_n = modulation(weak, zero, order=+1)[0, 0].real
assert abs(weak_p - weak_n) < 1e-10
assert abs(weak_p - transfer.sum(axis=1)[0]*np.sin(pi/3)/2) < 1e-10

print(f"Site frequencies: {sites[0]:.0f}, {sites[1]:.0f} Hz")
print(f"Spectral width, each dimension: {width:.0f} Hz")
print(f"Half-widths F1, F2: {half1:.1f}, {half2:.1f} Hz")
print(f"Decay rates R1, R2: {R1:.3f}, {R2:.3f} 1/s")
print(f"t1 dwell, States and echo-antiecho: {dwell:.4f} s")
print(f"t1 dwell, TPPI: {dwell/2:.4f} s")
print(f"t1 increments per States data set: {points} (two sets)")
print(f"t1 increments for TPPI: {2*points} (one set)")
print(f"t2 points: {points}, dwell {dwell:.4f} s")
print(f"Exchange rate each way: {exchange_rate:.1f} 1/s")
print(f"Mixing time: {mixing_time:.2f} s")
print(f"Transfer, same site: {transfer[0, 0]:.4f} (no unit)")
print(f"Transfer, other site: {transfer[1, 0]:.4f} (no unit)")
print("All heights below are relative to a unit line (no unit)")
print(f"One-site test frequency: {centre:.0f} Hz")
print(f"Twist minimum: {lowest:.4f}")
print(f"One minimum, offsets F1, F2: {low1:.1f}, {low2:.1f} Hz")
print(f"Best constant-phase maximum error: {best:.4f}")
print(f"Twist at +5, -5 half-widths: {tail_twist:.5f}")
print(f"States at +5, -5 half-widths: {tail_states:.5f}")
print(f"Magnitude at sqrt(3) half-widths in F1: {magnitude:.4f}")
print(f"P plus reversed N, largest error: {cancel_error:.1e}")
print("Exchange peak heights: States / TPPI / echo-antiecho")
for a, fa in enumerate(sites):
    for b, fb in enumerate(sites):
        values = " / ".join(f"{peaks[m][a, b]:.4f}" for m in methods)
        print(f"  F1 {fa:.0f} Hz, F2 {fb:.0f} Hz: {values}")
print(f"Largest real-line tail at a mirror point: {mirror_tail.max():.5f}")
for name in methods:
    print(f"{name}: largest error {errors[name]:.1e}, "
          f"largest mirror height {np.max(abs(mirrors[name])):.5f}")
print(f"One-site image at {-centre:.0f} Hz, cosine only: {image_cosine:.4f}")
for name in methods:
    print(f"One-site image at {-centre:.0f} Hz, {name}: {images[name]:.1e}")
print(f"Exchange P-only spectrum minimum: {exchange_twist.min():.4f}")
print(f"Cosine only, F1 {sites[0]:.0f} Hz, F2 {sites[0]:.0f} Hz: "
      f"{cos_true[0, 0]:.4f}")
print(f"Cosine only, F1 {-sites[0]:.0f} Hz, F2 {sites[0]:.0f} Hz: "
      f"{cos_mirror[0, 0]:.4f}")
print("Two-pulse test: P, N amplitudes; States at +1, +1 half-width")
for degrees, p_amp, n_amp, corner in balance:
    print(f"  flip {degrees} deg: {p_amp:.3f}, {n_amp:.3f}; {corner:.4f}")
print(f"60 deg storage pulse, P and N: {weak_p:.4f}, {weak_n:.4f}")
print("every check passed")
```

Printed output:

```
Site frequencies: -150, 250 Hz
Spectral width, each dimension: 1000 Hz
Half-widths F1, F2: 6.0, 4.0 Hz
Decay rates R1, R2: 37.699, 25.133 1/s
t1 dwell, States and echo-antiecho: 0.0010 s
t1 dwell, TPPI: 0.0005 s
t1 increments per States data set: 500 (two sets)
t1 increments for TPPI: 1000 (one set)
t2 points: 500, dwell 0.0010 s
Exchange rate each way: 4.0 1/s
Mixing time: 0.10 s
Transfer, same site: 0.7247 (no unit)
Transfer, other site: 0.2753 (no unit)
All heights below are relative to a unit line (no unit)
One-site test frequency: 250 Hz
Twist minimum: -0.1248
One minimum, offsets F1, F2: -10.5, -7.0 Hz
Best constant-phase maximum error: 0.2500
Twist at +5, -5 half-widths: 0.03830
States at +5, -5 half-widths: 0.00149
Magnitude at sqrt(3) half-widths in F1: 0.4999
P plus reversed N, largest error: 1.7e-04
Exchange peak heights: States / TPPI / echo-antiecho
  F1 -150 Hz, F2 -150 Hz: 0.7249 / 0.7249 / 0.7249
  F1 -150 Hz, F2 250 Hz: 0.2758 / 0.2758 / 0.2758
  F1 250 Hz, F2 -150 Hz: 0.2758 / 0.2758 / 0.2758
  F1 250 Hz, F2 250 Hz: 0.7249 / 0.7250 / 0.7249
Largest real-line tail at a mirror point: 0.00271
States: largest error 5.1e-04, largest mirror height 0.00284
TPPI: largest error 5.0e-04, largest mirror height 0.00286
echo-antiecho: largest error 5.1e-04, largest mirror height 0.00284
One-site image at -250 Hz, cosine only: 0.5003
One-site image at -250 Hz, States: 3.6e-04
One-site image at -250 Hz, TPPI: 2.7e-04
One-site image at -250 Hz, echo-antiecho: 3.6e-04
Exchange P-only spectrum minimum: -0.0904
Cosine only, F1 -150 Hz, F2 -150 Hz: 0.3632
Cosine only, F1 150 Hz, F2 -150 Hz: 0.3632
Two-pulse test: P, N amplitudes; States at +1, +1 half-width
  flip 60 deg: 0.750, 0.250; 0.1251
  flip 90 deg: 0.500, 0.500; 0.2501
  flip 120 deg: 0.250, 0.750; 0.3750
60 deg storage pulse, P and N: 0.4330, 0.4330
every check passed
```
